Why He⁻ 1s2s2p ⁴P(5/2) outlives its fine-structure partners

**1. Definitions and the claim**

Equations are in atomic units, with α the fine-structure constant. The nucleus is infinitely heavy and spinless, and there is no external field. H is the nonrelativistic Hamiltonian, including the full Coulomb repulsion, and B is the Breit-Pauli interaction. ⁴P(J) denotes a level of the odd-parity term 1s2s2p ⁴P of the negative ion He⁻, with J = 1/2, 3/2 or 5/2.

These levels lie below He 1s2s ³S, so the only channel open to electron emission is He 1s² ¹S plus a free electron. With continuum states |E⟩ normalized by ⟨E|E'⟩ = δ(E − E'), the width and lifetime are

Γ = 2π|A|², τ = 1/Γ,

where A is the transition amplitude. Radiative decay and photodetachment are left out.

To first order in B, ⁴P(5/2) decays into an f wave through the spin-spin interaction alone. The other two levels decay into a p wave, where spin-orbit interactions also act. Coulomb decay is spin forbidden for all three levels. This explains why they all live long, but not why one outlives the others.

**2. The open waves**

The residual 1s² ¹S atom has no orbital or spin angular momentum. The final state therefore has S = 1/2, L = l, J = l ± 1/2 and parity (−1)^l, where l belongs to the free electron. Parity must be odd:

J = 1/2: l = 0 or 1, hence l = 1.
J = 3/2: l = 1 or 2, hence l = 1.
J = 5/2: l = 2 or 3, hence l = 3.

The final terms are ²P(1/2), ²P(3/2) and ²F(5/2).

**3. Which interactions reach them**

An operator of orbital rank k and spin rank κ connects L, S to L', S' only if (L, k, L') and (S, κ, S') satisfy the triangle rule. The Coulomb repulsion has k = κ = 0. It cannot turn S = 3/2 into S = 1/2, whatever J is. The same holds for the terms of B that are scalar in spin, including the contact spin-spin term.

Three terms remain. The nuclear spin-orbit interaction is

H_so = (α²Z/2) Σ_i l_i·s_i/r_i³, with Z = 2.

The two-electron spin-orbit interaction couples an electron's motion to its own spin and to the other spin:

H_2so = −(α²/2) Σ_{i≠j} [(r_ij × p_i)/r_ij³]·(s_i + 2s_j).

The spin-spin interaction is, with n = r_ij/r_ij,

H_ss = α² Σ_{i<j} [s_i·s_j − 3(s_i·n)(s_j·n)]/r_ij³.

The first two contain an orbital vector contracted with a spin vector, so k = κ = 1. The last contracts two traceless symmetric tensors, so k = κ = 2.

For P → F, the triangle (1,1,3) fails and (1,2,3) holds. The spin triangle (3/2,2,1/2) also holds. Spin-spin is therefore the one first-order interaction that reaches the f wave. For P → P, both (1,1,1) and (1,2,1) hold, so all three interactions can contribute.

Electron correlation does not change this. The exact bound and scattering states of H still carry definite L, S and parity, however many configurations they contain. The rule thus holds to all orders in the Coulomb repulsion, at first order in B.

It does not hold to all orders in B. Two rank-1 steps, P → D → F, satisfy the triangle rules. They give an amplitude of order α⁴, against α² for the direct spin-spin route.

**4. The f-wave amplitude**

The following evaluation uses one configuration, with common orthogonal orbitals in the initial and final states. Write an orbital as P(r)Y/r, with Y a spherical harmonic. The stretched initial state, J = M = 5/2, is the determinant |1s↑ 2s↑ 2p₊₁↑|.

Let x₊ = x + iy, n₊ = n_x + i n_y and ∂₊ = ∂_x + i∂_y. Since

s·n = s_z n_z + ½(s₊n₋ + s₋n₊),

the part of one pair term in H_ss that lowers both spins is

−(3α²/4) s₁₋s₂₋ n₊²/r₁₂³.

The product s₁·s₂ has no such part. Next, ∂₊x₊ = 1 + i² = 0 and ∂₊r = x₊/r, so

∂₊(1/r) = −x₊/r³, ∂₊²(1/r) = 3x₊²/r⁵.

The double-lowering part is therefore −(α²/4)s₁₋s₂₋∂₊²(1/r₁₂).

Take the final determinant |1s↑ 1s↓ f₃↓|, where f₃ has m = 3. The common spin orbital is 1s↑; the other two change. With V = ∂₊²(1/r₁₂), the matrix element is

B₃ = −(α²/4)[⟨1s f₃|V|2s 2p₊₁⟩ − ⟨1s f₃|V|2p₊₁ 2s⟩].

*Direct term.* The charge 1s·2s is spherical. Define w = P_1s P_2s and Q(r) = ∫₀^r w dr'. Its potential Φ obeys Φ' = −Q/r². For any spherical function g, ∂₊g = x₊g'/r, and ∂₊ does not act on x₊. Hence

∂₊²Φ = x₊²[(1/r)d/dr]²Φ
= x₊²(1/r)d/dr(−Q/r³)
= x₊²(3Q/r⁵ − w/r⁴).

For the angles, use

Y₁₁ = −√(3/8π) x₊/r, Y₃₃ = −√(35/64π) x₊³/r³.

They give

⟨Y₃₃|(x₊/r)²|Y₁₁⟩ = √(3/8π)·√(64π/35) = √(24/35).

The direct integral is thus √(24/35) I_d, with

I_d = ∫ P_f P_2p (3Q/r³ − w/r²) dr.

*Exchange term.* Now the charge is 1s·2p₊₁. Let v = P_1s P_2p, D(r) = ∫₀^r v r' dr' and G(r) = ∫_r^∞ v/r'² dr'. The dipole potential is

Φ = (√(4π)/3) Y₁₁ rχ, χ = D/r³ + G.

Because D' = vr and G' = −v/r², the terms in v cancel in χ' = −3D/r⁴. Applying (1/r)d/dr once more gives

[(1/r)d/dr]²χ = (1/r)d/dr(−3D/r⁵) = 15D/r⁷ − 3v/r⁵.

Since rY₁₁ = −√(3/8π)x₊,

∂₊²Φ = −(√(4π)/3)√(3/8π) x₊³(15D/r⁷ − 3v/r⁵).

Multiply by the 2s orbital P_2s/(r√(4π)) and by the conjugate of f₃, then integrate. The angular integral of Y₃₃* x₊³ is −√(64π/35) r³, and the factors √(4π) cancel. The result is √(24/35) I_x, with

I_x = ∫ P_f P_2s (5D/r⁴ − v/r²) dr.

Therefore B₃ = −(α²/4)√(24/35)(I_d − I_x).

*From B₃ to the full amplitude.* Lowering f₃↑, which has J = M = 7/2, gives (√6 f₂↑ + f₃↓)/√7. The orthogonal state at M = 5/2 is

|²F, 5/2, 5/2⟩ = (√6 f₃↓ − f₂↑)/√7.

B conserves J, so its f₃↓ component is B₃ = √(6/7) A. Then

|A| = (α²/4)√(24/35)·√(7/6) |I_d − I_x|
= (α²/4)√(4/5) |I_d − I_x|
= α²|I_d − I_x|/(2√5).

**5. The p-wave amplitudes**

The levels J = 3/2 and 1/2 have two routes at the same order. B can act directly between ⁴P and the final state F. It can also mix in a doublet D of the configuration 1s2s2p, which then decays by the Coulomb interaction. First-order perturbation of the initial state gives

A = ⟨F|B|⁴P⟩ + Σ_D ⟨F|H|D⟩⟨D|B|⁴P⟩/(E₀ − E_D),

where E₀ and E_D are the energies of ⁴P and D. The configuration has two ²P terms, because the 1s2s pair may have spin 1 or 0. Neither has a J = 5/2 level.

Nuclear spin-orbit coupling has no direct part here. It is a one-electron operator, whereas the transition changes two orbitals, 2s → 1s and 2p → εp. Acting on an s electron, l_i gives zero. Acting on the 2p electron, it leaves 2s unchanged, and 2s is orthogonal to both 1s and εp. It must work through ²P.

*Dependence on J.* H is a scalar, so the mixing route keeps the rank of B. Each rank then fixes the ratio of the two amplitudes. Label uncoupled states by |M_L, M_S⟩. For the quartet, lowering |1,3/2⟩ and orthogonalizing gives

|3/2,3/2⟩ = (√3|0,3/2⟩ − √2|1,1/2⟩)/√5.

A second lowering, divided by √3, gives |0,1/2⟩ the coefficient (3 − 2)/√15 = 1/√15 in |3/2,1/2⟩. The state annihilated by J₊ at M = 1/2 is

|1/2,1/2⟩ = (|1,−1/2⟩ − √2|0,1/2⟩ + √3|−1,3/2⟩)/√6.

For the doublet,

|3/2,3/2⟩ = |1,↑⟩,
|3/2,1/2⟩ = (|1,↓⟩ + √2|0,↑⟩)/√3,
|1/2,1/2⟩ = (√2|1,↓⟩ − |0,↑⟩)/√3.

Let a and b be the amplitudes for J = 3/2 and 1/2. Expanding in J gives two matrix elements of the complete transition operator T:

y₁ = ⟨1,↑|T|1,1/2⟩ = −√(2/5) a,
y₀ = ⟨0,↑|T|0,1/2⟩ = [√(2/5) a + b]/3.

Both have the same spin factor. Their orbital factors follow M_L for rank 1 and 3M_L² − 2 for rank 2.

Rank 1: y₀ = 0, so b = −√(2/5) a.
Rank 2: y₀ = −2y₁, so b = (6 − 1)√(2/5) a = √10 a.

The opposite signs mean that the two ranks add for one J and oppose each other for the other J.

**6. A model to weigh the contributions**

A single-configuration model supplies numbers. The 1s orbital is the Hartree-Fock orbital of He. The 2s orbital is the lowest triplet orbital in the field of a frozen 1s electron. Both are expanded in nine Gaussian functions. The 2p orbital is

P_2p = N r² exp(−ζr),

with chosen exponents ζ = 0.3, 0.4 and 0.5 bohr⁻¹. The released energy is set to 0.73 hartree, so k = √(2 × 0.73) = 1.208 bohr⁻¹.

The free waves are integrated by the Numerov method in the static field of He 1s². For the p-wave amplitudes, 2p and the free wave are expanded in Gaussians, and the operators of section 3 are evaluated between three-electron determinants.

The model omits correlation in the ion, relaxation of 1s, exchange between the free electron and the atom, polarization of the atom by that electron, and doublets beyond the two ²P terms. Its lifetimes are estimates. The model does not bind the ion: its ⁴P lies 0.013 to 0.026 hartree above its own 1s2s ³S, and its own released energy would be 0.74 to 0.75 hartree. Enlarging the s basis from nine to 22 Gaussians moves I_d and I_x at ζ = 0.4 to −5.924 × 10⁻³ and 7.296 × 10⁻³, the total amplitudes there by about 0.2%, and the lifetimes by up to about 1% (428 µs becomes 433 µs), so the last digit quoted below is not converged. The omissions weigh more. Exchange in the free wave raises the p phase shift to 0.23 rad and shortens the p-wave lifetimes by 14 to 21%. Taking the 1s orbital of He⁺ as the common orbital lengthens the J = 5/2 lifetime at ζ = 0.4 from 155 to about 470 µs.

**7. Weighing the f wave**

For ζ = 0.4 the radial integrals are

I_d = −5.936 × 10⁻³, I_x = 7.300 × 10⁻³.

Their signs differ, so direct and exchange terms reinforce each other:

|A|/α² = 13.237 × 10⁻³/4.472 = 2.960 × 10⁻³.

This gives Γ = 2πα⁴(2.960 × 10⁻³)² = 1.56 × 10⁻¹³ hartree. Its inverse is 6.41 × 10¹² atomic units of time, or about 155 µs.

In the static field of the model, the phase shift of the f wave is 0.0014 rad, against 0.090 rad for the p wave. This field hardly distorts the f wave, because the centrifugal barrier keeps it outside. For a free particle, the classical turning radius √(l(l+1))/k is 2.9 bohr for l = 3 and 1.2 bohr for l = 1; the attraction of the atom lowers the p radius to about 1.05 bohr and leaves the f radius practically unchanged. The integral of P² from the nucleus to 2 bohr is 54 times larger for the p wave; out to 3 bohr the factor is 6.4.

How much of this enters the decay depends on where the amplitude is collected. Both I_d and I_x are linear in P_2p, whose normalization is proportional to ζ^(5/2). The amplitude therefore has the form

A ∝ ζ^(5/2) ∫ g(r) exp(−ζr) dr,

with g independent of ζ. Differentiation gives

d ln Γ/d ln ζ = 5 − 2ζr̄,

where r̄ is the mean radius weighted by g exp(−ζr). As ζ → 0, provided the integral tends to a nonzero constant, Γ falls as ζ⁵: a very diffuse 2p electron is seldom near the other two.

The computed lifetimes are 428, 155 and 76 µs for the three exponents. The mean logarithmic slopes of Γ are

ln(428/155)/ln(0.4/0.3) = 3.5,
ln(155/76)/ln(0.5/0.4) = 3.2.

Setting these equal to 5 − 2ζr̄ at ζ = 0.35 and 0.45 gives r̄ ≈ 2.1 and 2.0 bohr. The weight g need not be positive, and in the exchange term r is the radius of the 2p electron, not of the free one. So r̄ is an effective radius that measures how the rate responds to the size of 2p; it does not locate the place where the f wave is produced.

**8. Weighing the p wave**

For ζ = 0.4 the two ²P terms lie 0.042 and 0.112 hartree above ⁴P. The contributions to A/α², in units of 10⁻³ and with the total chosen positive, are as follows.

J = 3/2:
nuclear spin-orbit, via ²P: +2.86
two-electron spin-orbit, direct: +11.15
two-electron spin-orbit, via ²P: +1.21
spin-spin, direct: −2.20
spin-spin, via ²P: +0.08
total: 13.10

J = 1/2:
nuclear spin-orbit, via ²P: +1.81
two-electron spin-orbit, direct: +7.05
two-electron spin-orbit, via ²P: +0.76
spin-spin, direct: +6.95
spin-spin, via ²P: −0.26
total: 16.32 (the rounded terms add to 16.31)

With the Hartree-Fock 1s orbital of He, the largest term for J = 3/2 is the direct two-electron spin-orbit term. Mixing with ²P supplies less, although it opens a Coulomb decay. This ranking depends on the 1s orbital: with that of He⁺ the direct term falls from about 11 to about 5.

Grouping by rank makes the pattern clear. Rank 1 gives 15.22 for J = 3/2 and 9.62 for J = 1/2, a ratio of 1.58 = √(5/2). Rank 2 gives −2.12 and +6.69, a ratio of magnitude 3.16 = √10. These are the ratios derived in section 5. Spin-spin weakens the decay of J = 3/2 and strengthens that of J = 1/2, which is why J = 1/2 is the shortest-lived level in this model.

The lifetimes in microseconds are:

ζ = 0.3: 428 (5/2), 34 (3/2), 20 (1/2)
ζ = 0.4: 155 (5/2), 7.9 (3/2), 5.1 (1/2)
ζ = 0.5: 76 (5/2), 2.4 (3/2), 1.7 (1/2)

Between the smallest and the largest exponent the absolute values change by factors of about 6 to 14. The order does not: J = 5/2 lives 13 to 45 times longer than its partners. Measured lifetimes are roughly 350 µs for J = 5/2 and of order 10 µs for the others. These values lie within the ranges spanned by the three exponents, but the free exponent and the omissions listed in section 6 prevent a closer comparison.

**9. Barrier or missing interaction?**

The two causes can be separated by retaining spin-spin alone. At ζ = 0.4 the lifetimes would then be

J = 5/2: 155 µs,
J = 3/2: 303 µs,
J = 1/2: 30 µs.

The level J = 3/2 would outlive J = 5/2, although it emits a p wave. At this exponent, therefore, the centrifugal barrier does not by itself account for the order of the model lifetimes. The rank-1 interaction, which J = 5/2 cannot use, is needed to make J = 3/2 short-lived, but it does not act alone. If the radial p wave is put artificially into the f channel, J = 5/2 lives 25 µs instead of 155 µs, only about 3 times longer than J = 3/2. If the radial f wave is put into the p channel, J = 3/2 lives about 170 µs even with the rank-1 terms. In this model the barrier and the missing interaction both contribute.

A comparison free of the division among J values sums (2J + 1)|A|²/α⁴ over the spin-spin amplitudes. In units of 10⁻⁶,

p wave: 4(2.12)² + 2(6.69)² ≈ 107,
f wave: 6(2.96)² ≈ 53.

The total spin-spin strength into the p wave is about twice that into the f wave. This ratio still contains different angular factors and radial kernels: with the radial p wave in both channels it would be 0.33, so the barrier lowers the f strength by a factor of about 6. Both factors are far less than the 54 in the weight inside 2 bohr. That weight is thus a poor measure of the decay rate, which depends on integrals of the free wave with other orbitals over all radii, not on P² inside a chosen radius.

For J = 1/2 both ranks matter. At ζ = 0.4, its spin-spin amplitude alone would make it decay about five times faster than J = 5/2; the rank-1 terms bring the factor to 30.

**10. When the protection fails**

The long life depends on J being a good quantum number. A magnetic field along z conserves M but mixes J. Suppose a sublevel becomes

√(1 − p)|5/2, M⟩ + √p|3/2, M⟩,

with a level splitting much larger than the widths. The f and p waves are orthogonal final states, so their rates add without interference:

Γ = (1 − p)Γ(5/2) + pΓ(3/2).

The rate doubles when p[Γ(3/2) − Γ(5/2)] = Γ(5/2). With the ratio Γ(3/2)/Γ(5/2) = 19.6 at ζ = 0.4, this requires p = 1/18.6, or about 5%. The sublevels M = ±5/2 have no partner with lower J and the same M, so this mechanism leaves them unaffected.

A nuclear spin I acts in a similar way. Hyperfine coupling conserves the total F, not J, and can admix the levels of lower J. Within the ⁴P term, the value F = 5/2 + I occurs only for J = 5/2 and stays unmixed. For values of F that also occur for J = 3/2 or 1/2, even a small admixture can matter, because the p-wave decay it opens is much faster.
